# Where triples enter the CCSDT equations and what they cost, part 1

(Sections cited here and not found follow in the second part.)

**Q.** I know the CCSD equations. CCSDT adds a triples operator, and I am told that the cost rises to the eighth power of the system size because of one "ladder" term. I would like to see where $T_3$ enters and to count the cost myself. What is being solved?

**A.** Take orthonormal spin orbitals and a reference determinant $|0\rangle$. Indices $i,j,k,m,n$ label the $o$ occupied orbitals, $a,b,c,e,f$ the $v$ virtual ones, $p,q,r,s$ either kind, and a repeated index that does not appear on the left of an equation is summed. An index written as an operator is the annihilator, $p\equiv a_p$. The Hamiltonian is

$$H=h_{pq}\,p^\dagger q+\tfrac14\langle pq\|rs\rangle\,p^\dagger q^\dagger s\,r ,$$

where $h$ holds $-\hbar^2\nabla^2/2m_e$ and the nuclear attraction, and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ are integrals over $e^2/4\pi\varepsilon_0 r_{12}$. The constants occur only there, so energies and residuals are in joules and amplitudes are pure numbers. The cluster operator is $T=T_1+T_2+T_3$,

$$T_1=t_i^a\,a^\dagger i,\quad T_2=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j\,i,\quad T_3=\tfrac1{36}t_{ijk}^{abc}\,a^\dagger b^\dagger c^\dagger k\,j\,i,$$

with amplitudes antisymmetric in upper and in lower indices. With $\bar H=e^{-T}He^{T}$ the energy is $E=\langle0|\bar H|0\rangle$, and the residuals $R_\mu=\langle\mu|\bar H|0\rangle$ must vanish for all single, double and triple excitations such as $|{}_{ijk}^{abc}\rangle=a^\dagger b^\dagger c^\dagger k\,j\,i|0\rangle$. The reference need not be Hartree–Fock.

Call $a^\dagger$ and $i$ quasi-creators and $a$ and $i^\dagger$ quasi-annihilators; the latter destroy $|0\rangle$. $T$ holds only quasi-creators, so its parts commute. A Wick contraction needs a quasi-annihilator on the left, so $TH$ has no contraction between $T$ and $H$, and it cancels the uncontracted part of $HT$. Hence $[H,T]=(HT)_c$, the part with at least one contraction. The same holds at each level of $\bar H=H+[H,T]+\frac1{2!}[[H,T],T]+\dots$, so every $T$ must be contracted with $H$ itself, and since $H$ has at most four operators the series stops at $T^4$.

**Q.** With three operators and four nested commutators that is still a great many terms.

**A.** All terms in $T_1$ can be absorbed exactly. Because the parts commute, $\bar H=e^{-(T_2+T_3)}\tilde H e^{T_2+T_3}$ with $\tilde H=e^{-T_1}He^{T_1}$, and each operator in $H$ transforms separately. From $[a^\dagger j,\,i^\dagger]=\delta_{ij}a^\dagger$ and $[a,\,b^\dagger i]=\delta_{ab}\,i$,

$$e^{-T_1}i^\dagger e^{T_1}=i^\dagger-t_i^a a^\dagger,\qquad e^{-T_1}a\,e^{T_1}=a+t_i^a\,i .$$

Higher commutators vanish, and $a^\dagger$ and $i$ are unchanged, because quasi-creators commute with $T_1$. Collecting the coefficient of each operator string gives a rule for the integrals of $\tilde H$: a virtual index $b$ in the bra becomes $b-t_n^b\,n$, an occupied index $j$ in the ket becomes $j+t_j^f f$, and the other two kinds of index are untouched. In particular $\langle mn\|ef\rangle$ is unchanged. Each index transformation is a fifth-order operation. The dressed integrals stay antisymmetric but are no longer Hermitian, so the order of bra and ket matters below. Normal ordering with respect to $|0\rangle$ gives

$$\tilde H=E_0+f_{pq}\{p^\dagger q\}+\tfrac14\langle pq\|rs\rangle\{p^\dagger q^\dagger s\,r\},\qquad f_{pq}=h_{pq}+\langle pi\|qi\rangle .$$

From here on integrals are dressed unless they carry a subscript $0$.

**Q.** You will now want to draw diagrams and quote a sign rule. I do not want to take it on trust.

**A.** It follows from writing each operator as a product of creator–annihilator pairs. Moving an operator past an even number of others costs no sign, so $a^\dagger b^\dagger c^\dagger kji=(a^\dagger i)(b^\dagger j)(c^\dagger k)$, $\{p^\dagger q^\dagger sr\}=\{(p^\dagger r)(q^\dagger s)\}$, and the bra is $\langle0|(i^\dagger a)(j^\dagger b)(k^\dagger c)$. At every vertex the first upper index is thus paired with the first lower index, and so on; in $\langle pq\|rs\rangle$ the pairs are $(p,r)$ and $(q,s)$.

The sign of a full contraction is the parity of the permutation that makes contracted partners adjacent in their original order. Pairs move freely. Follow the annihilator of one pair to the creator it contracts with, then to that pair's annihilator, until the chain closes into a loop $(x_1^\dagger y_1)(x_2^\dagger y_2)\cdots(x_l^\dagger y_l)$, with $y_1$ contracted to $x_2^\dagger$ and finally $y_l$ to $x_1^\dagger$. Moving $x_1^\dagger$ to the end passes $2l-1$ operators and gives $-1$. Every contracted couple now stands as $y\,x^\dagger$. For a particle line this is the original order, $\langle0|a\,a^\dagger|0\rangle=1$. For a hole line the original order is $\langle0|i^\dagger i|0\rangle=1$, and restoring it costs $-1$. The sign is therefore $(-1)^{L+h}$ for $L$ loops and $h$ hole lines, the external ones included.

For the weight, give every line a label. The lines can be attached to the slots of $T_n$ in $(n!)^2$ ways and to the slots of the two-electron operator in $2\times2$ ways. All these give the same value, because the antisymmetry of the coefficient compensates the sign of exchanging the operators, and the prefactors $1/(n!)^2$ and $\frac14$ cancel. If two summed lines of the same kind join the same two vertices, exchanging their labels reproduces the same contraction, which has then been counted twice: each such equivalent pair gives $\frac12$. The $1/2!$ of $T_2^2$ cancels against the two ways of assigning roles to the two factors, provided the roles differ. Finally the external labels must be distributed over the vertices in all distinct ways, with the permutation sign because the bra is antisymmetric. This gives $P(ab)=1-P_{ab}$ and $P(a/bc)=1-P_{ab}-P_{ac}$, the latter when $a$ sits on one vertex and $b,c$ together on another.

**Q.** Then tell me which terms in the energy, singles and doubles contain $T_3$.

**A.** Count excitation rank, half the number of quasi-creators minus quasi-annihilators. The blocks of $\tilde H$ have these ranks:

| rank | blocks |
|---|---|
| $+2$ | $\langle ab\|ij\rangle$ |
| $+1$ | $f_{ai}$, $\langle bc\|ei\rangle$, $\langle ma\|jk\rangle$ |
| $0$ | $f_{ae}$, $f_{mi}$, $\langle bc\|ef\rangle$, $\langle mn\|jk\rangle$, $\langle ma\|ei\rangle$ |
| $-1$ | $f_{me}$, $\langle bm\|ef\rangle$, $\langle mn\|je\rangle$ |
| $-2$ | $\langle mn\|ef\rangle$ |

The ranks of the block and of the $T$ factors must add up to the rank of the bra. For the energy $T_3$ would need rank $-3$, which does not exist, so $E=E_0+\frac14\langle ij\|ab\rangle t_{ij}^{ab}$ keeps its CCSD form and triples act on it only by changing $T_1$ and $T_2$. Products such as $T_2T_3$ have rank five or more and cannot reach the doubles, so the feedback is linear in $T_3$.

For singles the block has rank $-2$, and the term is $\langle mn\|ef\rangle t_{imn}^{aef}$. The pairs are $(a^\dagger i)(e^\dagger m)(f^\dagger n)$ in $T_3$ and $(m^\dagger e)(n^\dagger f)$ in $\tilde H$, so there are three loops and three holes and the sign is $+$. The direct count confirms the weight rule: 3 slots for $a$, 3 for $i$, 2 ways to attach the remaining particles and 2 for the holes give $36\cdot\frac14\cdot\frac1{36}=\frac14$, that is two equivalent pairs.

$$R_i^a\leftarrow\tfrac14\langle mn\|ef\rangle\,t_{imn}^{aef}.$$

For doubles the three blocks of rank $-1$ contribute. In $f_{me}t_{ijm}^{abe}$ the loops are $(ia)$, $(jb)$, $(me)$, the holes $i,j,m$, the sign $+$ and the weight 1. In $\langle bm\|ef\rangle t_{ijm}^{aef}$ the loops are $(ia)$, $(j\,e\,b)$, $(mf)$, the holes $i,j,m$, the sign $+$; $e,f$ are equivalent, and either $a$ or $b$ can sit on the integral. In $\langle mn\|je\rangle t_{imn}^{abe}$ the loops are $(ia)$, $(j\,m\,b)$, $(ne)$, the holes $i,j,m,n$, the sign $-$; $m,n$ are equivalent, and either $i$ or $j$ can sit on the integral. Thus

$$R_{ij}^{ab}\leftarrow f_{me}t_{ijm}^{abe}+\tfrac12P(ab)\langle bm\|ef\rangle t_{ijm}^{aef}-\tfrac12P(ij)\langle mn\|je\rangle t_{imn}^{abe}.$$

The index rule restores $T_1$, since each of these integrals has one index that transforms (in $f_{me}=h_{me}+\langle mn\|en\rangle$ it is the ket index $n$):

$$f_{me}=f_{0,me}+\langle mn\|ef\rangle t_n^f,$$
$$\langle bm\|ef\rangle=\langle bm\|ef\rangle_0-t_n^b\langle nm\|ef\rangle,\qquad\langle mn\|je\rangle=\langle mn\|je\rangle_0+t_j^f\langle mn\|fe\rangle .$$

For a closed-shell or unrestricted Hartree–Fock reference $f_{0,me}=0$ (not for ROHF, whose spin-orbital Fock matrix keeps occupied–virtual elements), but the $T_1T_3$ part of the first term survives. The cost of a contraction of two arrays is the product of the ranges of all its distinct indices: $o^3v^3$ for the singles term and for the $f_{me}$ term, $o^3v^4$ and $o^4v^3$ for the other two.

**Q.** And the triples projection? How do I know that the list is complete?

**A.** The ranks must add up to three. That allows $T_2$ with a block of rank $+1$, $T_3$ with rank $0$, $T_2^2$ with rank $-1$ and $T_2T_3$ with rank $-2$. $T_2^3$ and $T_3^2$ would need rank $-3$, so the triples residual is linear in $T_3$. The block $f_{ai}$ has no quasi-annihilator and cannot be contracted with $T_2$. $T_4$ and $T_5$ would enter with ranks $-1$ and $-2$; dropping them is the CCSDT truncation.

The linear terms number seven. For $\langle bc\|ei\rangle t_{jk}^{ae}$ the chain runs $(i^\dagger a)(a^\dagger j)(j^\dagger b)(b^\dagger e)(e^\dagger k)(k^\dagger c)(c^\dagger i)$: one loop, three holes, sign $+$. For $\langle ma\|jk\rangle t_{im}^{bc}$ it runs $(i^\dagger a)(a^\dagger k)(k^\dagger c)(c^\dagger m)(m^\dagger j)(j^\dagger b)(b^\dagger i)$: one loop, four holes, sign $-$. The terms in $T_3$ are

| term | $L$ | $h$ | factor |
|---|---|---|---|
| $f_{ae}t_{ijk}^{ebc}$ | 3 | 3 | $+1$ |
| $f_{mi}t_{mjk}^{abc}$ | 3 | 4 | $-1$ |
| $\langle bc\|ef\rangle t_{ijk}^{aef}$ | 3 | 3 | $+\frac12$ |
| $\langle mn\|jk\rangle t_{imn}^{abc}$ | 3 | 5 | $+\frac12$ |
| $\langle ma\|ei\rangle t_{mjk}^{ebc}$ | 4 | 4 | $+1$ |

Every nonlinear term contains the integral and two amplitudes. Contracting the integral with one of them first yields an array with the index pattern of one of the seven integrals above, so the residual keeps the linear form with the integrals replaced by intermediates:

$$\begin{aligned}R_{ijk}^{abc}={}&P(i/jk)P(a/bc)\big[W_{bcei}t_{jk}^{ae}-W_{majk}t_{im}^{bc}+W_{maei}t_{mjk}^{ebc}\big]\\&+P(a/bc)\big[F_{ae}t_{ijk}^{ebc}+\tfrac12W_{bcef}t_{ijk}^{aef}\big]\\&+P(i/jk)\big[-F_{mi}t_{mjk}^{abc}+\tfrac12W_{mnjk}t_{imn}^{abc}\big].\end{aligned}$$

The $W_{bcef}$ term is the particle ladder, the $W_{mnjk}$ term the hole ladder, the $W_{maei}$ term the ring term.

**Q.** The intermediates are where a sign or a double counting would hide. Build them.

**A.** Write each added piece so that its open lines are joined by the same paths as in the bare integral. Its sign relative to the bare integral is then $(-1)$ to the number of extra holes plus extra loops.

Take $T_2T_3$ first. The block $\langle mn\|ef\rangle$ has two hole and two particle lines. $T_2$ takes 0, 1 or 2 of each and $T_3$ the rest; of these nine choices, "none" and "all" leave one amplitude uncontracted, so seven remain.

1. $T_2$ takes two holes and a particle: $\langle mn\|ef\rangle t_{mn}^{af}$, path $e\to m\to a$, extra loop $(nf)$, extra holes $m,n$, pair $mn$: $-\frac12$, in $F_{ae}$.
2. One hole and two particles: $\langle mn\|ef\rangle t_{in}^{ef}$, path $i\to e\to m$, extra loop $(nf)$, extra hole $n$, pair $ef$: $+\frac12$, in $F_{mi}$.
3. Two holes: $\langle mn\|ef\rangle t_{mn}^{bc}$, paths $e\to m\to b$ and $f\to n\to c$, two extra holes, pair $mn$: $+\frac12$, in $W_{bcef}$.
4. Two particles: $\langle mn\|ef\rangle t_{jk}^{ef}$, paths $j\to e\to m$ and $k\to f\to n$, nothing extra, pair $ef$: $+\frac12$, in $W_{mnjk}$.
5. One of each: $\langle mn\|ef\rangle t_{ni}^{fa}$, pairs $(m,e)$ and $(a,i)$ as in the bare integral, extra loop $(nf)$, extra hole $n$: $+1$, in $W_{maei}$.
6. One particle only; the integral is contracted with $T_3$ first: $\langle mn\|ef\rangle t_{mni}^{bfc}$, paths $e\to m\to b$ and $(c,i)$, extra loop $(nf)$, two extra holes, pair $mn$: $-\frac12$, in $W_{bcei}$.
7. One hole only: $\langle mn\|ef\rangle t_{jnk}^{efa}$, paths $j\to e\to m$ and $(a,k)$, extra loop $(nf)$, extra hole $n$, pair $ef$: $+\frac12$, in $W_{majk}$.

Now $T_2^2$. The two-electron blocks of rank $-1$ have three contractible lines, split one against two, so the roles of the two $T_2$ differ; the one with a single line is kept as the outer factor. The block with lines $m,e,f$ gives the splits $e\,|\,mf$ and $m\,|\,ef$. The first is $\langle bm\|ef\rangle t_{mi}^{fc}$, with pairs $(b,e)$ and $(c,i)$, extra loop $(mf)$ and extra hole $m$, so $+1$, with $P(bc)$ because $b$ and $c$ now sit on different vertices. The second is $\langle ma\|ef\rangle t_{jk}^{ef}$, paths $j\to e\to m$ and $k\to f\to a$, nothing extra, $+\frac12$. The block with lines $m,n,e$ gives $e\,|\,mn$, namely $\langle mn\|ei\rangle t_{mn}^{bc}$ with paths $e\to m\to b$, $i\to n\to c$, two extra holes, $+\frac12$; and $m\,|\,ne$, namely $\langle mn\|je\rangle t_{nk}^{ea}$ with pairs $(m,j)$ and $(a,k)$, extra loop and extra hole, $+1$ with $P(jk)$. The block $f_{me}$ has the single split $e\,|\,m$. Either $T_2$ could serve as the outer one, but there is only one term, and it belongs in one intermediate. In $W_{bcei}$ it reads $f_{me}t_{mi}^{bc}$, path $e\to m\to b$, one extra hole, $-1$. Collected:

$$F_{ae}=f_{ae}-\tfrac12\langle mn\|ef\rangle t_{mn}^{af},\qquad F_{mi}=f_{mi}+\tfrac12\langle mn\|ef\rangle t_{in}^{ef},$$
$$W_{bcef}=\langle bc\|ef\rangle+\tfrac12\langle mn\|ef\rangle t_{mn}^{bc},\qquad W_{mnjk}=\langle mn\|jk\rangle+\tfrac12\langle mn\|ef\rangle t_{jk}^{ef},$$
$$W_{maei}=\langle ma\|ei\rangle+\langle mn\|ef\rangle t_{ni}^{fa},$$
$$W_{bcei}=\langle bc\|ei\rangle-f_{me}t_{mi}^{bc}+\tfrac12\langle mn\|ei\rangle t_{mn}^{bc}+P(bc)\langle bm\|ef\rangle t_{mi}^{fc}-\tfrac12\langle mn\|ef\rangle t_{mni}^{bfc},$$
$$W_{majk}=\langle ma\|jk\rangle+\tfrac12\langle ma\|ef\rangle t_{jk}^{ef}+P(jk)\langle mn\|je\rangle t_{nk}^{ea}+\tfrac12\langle mn\|ef\rangle t_{jnk}^{efa}.$$

Physically, the $W_{bcei}$ and $W_{majk}$ terms create a triple excitation by scattering one particle or one hole of a double excitation and exciting a third electron in the collision. The $F$ terms give the energy of the triple excitation, and the ladders and the ring describe particle–particle, hole–hole and particle–hole scattering within it, one particle or hole pair at a time with the rest as spectators.

We now have every term through which $T_3$ enters the singles, doubles and triples equations, with the triples residual written in terms of intermediates. What remains is to check these formulas numerically, count their cost, relate them to the (T) correction and apply them to real molecules.
